\section*{Why the Spin-Half Heisenberg Chain Conducts Heat Ballistically}

\section{The current and its conservation}

\textbf{Q.} I measure heat flow in insulators containing chains of copper spins. What is the energy current of such a chain, when nothing moves from site to site?

\textbf{A.} Energy sits on the bonds and passes from bond to bond. Take a ring of $N\ge 4$ spins one half with spacing $a$, no magnetic field, and dimensionless spin operators:
\begin{equation}
H=\sum_i h_i,\qquad h_i=J\,\mathbf S_i\cdot\mathbf S_{i+1}.
\end{equation}
Only neighbouring bonds fail to commute, so the Heisenberg equation gives
\begin{align}
\dot h_i&=\frac{i}{\hbar}[H,h_i]
=\frac{i}{\hbar}[h_{i-1},h_i]+\frac{i}{\hbar}[h_{i+1},h_i]\nonumber\\
&=j_i-j_{i+1},\qquad j_i=\frac{i}{\hbar}[h_{i-1},h_i].
\label{cont}
\end{align}
This is a continuity equation: $j_i$ is the power entering bond $i$ from bond $i-1$. With $[S^\alpha,S^\beta]=i\epsilon_{\alpha\beta\gamma}S^\gamma$ on the shared site,
\begin{align}
[\mathbf S_1\!\cdot\!\mathbf S_2,\mathbf S_2\!\cdot\!\mathbf S_3]
&=i\epsilon_{\alpha\beta\gamma}S_1^\alpha S_2^\gamma S_3^\beta
=-i\,\mathbf S_1\!\cdot(\mathbf S_2\times\mathbf S_3),\nonumber\\
j_i&=\frac{J^2}{\hbar}\,\mathbf S_{i-1}\cdot(\mathbf S_i\times\mathbf S_{i+1}).
\end{align}
The minus sign arises because $\beta$ and $\gamma$ stand in the opposite order in the triple product. The total current is $J_E=a\sum_i j_i$. It contains three spins per term, so it is odd under time reversal and vanishes on average in equilibrium.

\textbf{Q.} Why should this sum be conserved? Each $j_i$ certainly changes in time.

\textbf{A.} For spin one half the exchange coupling swaps two spins. Let $P_i$ swap spins $i$ and $i+1$. It is $+1$ on the triplet, where $\mathbf S_i\cdot\mathbf S_{i+1}=1/4$, and $-1$ on the singlet, where the product is $-3/4$. Hence
\begin{equation}
h_i=J\left(\tfrac12P_i-\tfrac14\right),\qquad
J_E=\frac{iaJ^2}{4\hbar}\sum_i[P_i,P_{i+1}],
\end{equation}
and we need the commutator of $\sum_kP_k$ with $\sum_i[P_i,P_{i+1}]$.

First let $k$ be one of the two bonds already present. Use $P_i^2=1$ and $P_1P_2P_1=P_2P_1P_2=P_{13}$, the swap of spins 1 and 3:
\begin{align}
[P_1,[P_1,P_2]]&=P_2-2P_1P_2P_1+P_2=2(P_2-P_{13}),\nonumber\\
[P_2,[P_1,P_2]]&=2P_2P_1P_2-2P_1=2(P_{13}-P_1).
\label{double}
\end{align}
The long swap cancels in the sum, which is $2(P_2-P_1)$. Around the ring these differences add to zero.

Next let $k$ be the bond just outside, on the left or the right. After relabelling the right-hand terms by one site, what remains for each $i$ is
\begin{equation}
[P_{i-1},[P_i,P_{i+1}]]+[P_{i+1},[P_{i-1},P_i]]
=-[P_i,[P_{i+1},P_{i-1}]]=0 .
\end{equation}
The first equality is the Jacobi identity; the second holds because bonds $i-1$ and $i+1$ share no spin. All other bonds commute with the term. Therefore
\begin{equation}
[H,J_E]=0 .
\label{cons}
\end{equation}
Local currents change, but each loss is a gain elsewhere.

\textbf{Q.} Can a calculation on a few spins really establish that for a long chain?

\textbf{A.} Here it can, because the commutator is a sum of identical terms, each spanning at most four neighbouring sites. Expand it in products of $S^x,S^y,S^z$ on chosen sites. Two different products could be confused on a ring only if the same sites fit into a four-site window both ways round. If their end sites are $d\le3$ bonds apart one way, they are $N-d$ apart the other way, and $N-d\le3$ requires $N\le6$. From seven sites on, every coefficient is the one for the infinite chain, so a zero on one such ring settles all longer ones.

In integer arithmetic, the commutator built from the swaps has largest entry 0 on every ring from 4 to 9 sites. This needs matrix multiplication only. Diagonalisation enters for thermal averages.

\textbf{Q.} Is spin one half essential, or would any uniform chain do?

\textbf{A.} This proof needs the swap, not spin one half; other chains may conserve their energy current for other reasons. Equation~(\ref{double}) used no property of spin length, so a spin-one chain whose bonds swap neighbours also conserves its energy current. For spin one, however, $\mathbf S_i\cdot\mathbf S_{i+1}$ is not a swap plus a constant. On five sites the size of $[H,J_E]$ relative to $J_E$ is $0.913J$ for the spin-one Heisenberg ring, and zero to rounding for the swap ring.

Uniformity matters too. With bond strengths $J_1,J_2$, the two lines of (\ref{double}) acquire factors $J_1^2J_2$ and $J_1J_2^2$, leaving
\begin{equation}
2J_1J_2(J_2-J_1)P_{13}
\end{equation}
among the terms. The long swap no longer cancels. For alternating bonds $J,J/2$ on eight sites the relative commutator is $0.354J$.

\section{From a conserved current to ballistic heat flow}

\textbf{Q.} My instrument imposes a temperature gradient. What does the conserved operator predict for it?

\textbf{A.} Prepare a long open chain in the state $\rho\propto\exp(-\sum_i\beta_ih_i)$, where $\beta_i=\beta+\delta\beta_i$ has a small uniform slope $\beta'$ and $\beta=1/k_BT$. Then let it evolve under $H$. The state is even under time reversal, so the current starts from zero. Expanding the exponential to first order gives
\begin{align}
\delta\langle j_0(t)\rangle&=-\sum_i\delta\beta_i\,(h_i;j_0(t)),\nonumber\\
(A;B)&=\int_0^1\!d\lambda\,\langle e^{\lambda\beta H}Ae^{-\lambda\beta H}B\rangle-\langle A\rangle\langle B\rangle .
\end{align}
Equilibrium averages depend only on time differences, so the time derivative can be moved to $h_i$ with a minus sign. Equation~(\ref{cont}) and a summation by parts then give
\begin{align}
\frac{d}{dt}\delta\langle j_0(t)\rangle
&=\sum_i\delta\beta_i\,(j_i-j_{i+1};j_0(t))\nonumber\\
&=\sum_i(\delta\beta_i-\delta\beta_{i-1})(j_i;j_0(t))
=\beta'\,(J_E;j_0(t)).
\end{align}
The ends are ignored, which is valid until their influence reaches site 0. Because $J_E$ commutes with $H$, the $\lambda$ integral is trivial and the time dependence drops out. Translation symmetry gives $\langle J_Ej_0\rangle=\langle J_E^2\rangle/L$ with $L=Na$, evaluated on a large ring. Since $\beta'=-(dT/dx)/k_BT^2$,
\begin{equation}
\langle j(t)\rangle=-K\frac{dT}{dx}\,t,\qquad
K=\frac{\langle J_E^2\rangle}{k_BT^2L}.
\label{ballistic}
\end{equation}
In an infinite chain, within linear response, the growth never stops. Nor does the flow erase the gradient, because a uniform current deposits no energy.

I compared the two sides of (\ref{ballistic}) by releasing a 12-site open chain from a small gradient at $k_BT=0.86J$. At times $0.5$, $1.0$ and $1.5\,\hbar/J$ the mean growth rate since release was $1.00003$, $1.00003$ and $1.00002$ times the value from the 12-site ring average, for a slope $\beta'=0.01/(Ja)$. The last digit depends on the slope and on the ring size.

\textbf{Q.} Where is the thermal conductivity in this?

\textbf{A.} Suppose the gradient changes in small steps, each made by local heating that itself adds no current. Each step starts a linearly growing current, and the steps add up to $dj/dt=-K\,dT/dx$. The response to a brief gradient pulse is thus a constant $K$ at all later times, and its Fourier transform gives the conductivity $\kappa(\omega)$ times the cross-section $A$ per chain:
\begin{equation}
A\,\kappa(\omega)=K\int_0^\infty\!dt\,e^{i\omega t-0^+t}
=K\left[\pi\delta(\omega)+i\,\mathrm P\frac1\omega\right].
\end{equation}
The real part has no weight away from zero frequency. The coefficient $K$ is finite; it is the steady conductivity that diverges.

\textbf{Q.} Would a pulse of heat also travel ballistically?

\textbf{A.} Yes, in the sense of its width. Let $C_x(t)$ be the real part of the correlation between energy fluctuations on bond $x$ at time $t$ and bond 0 at time zero, and $D_x(t)$ the same for the currents. Using (\ref{cont}) at both times gives
\begin{equation}
\ddot C_x=D_{x+1}+D_{x-1}-2D_x .
\end{equation}
Multiply by $a^2x^2$ and sum. Since $(x-1)^2+(x+1)^2-2x^2=2$, the right side becomes $2a^2\sum_xD_x=2\langle J_E^2\rangle/N$, a constant. The normalisation is $\sum_xC_x=\langle(\Delta H)^2\rangle/N$, and reflection symmetry makes the width even in time. The variance therefore grows by
\begin{equation}
v_E^2t^2,\qquad v_E^2=\frac{\langle J_E^2\rangle}{\langle(\Delta H)^2\rangle}.
\end{equation}
Diffusion would give growth proportional to $t$.

At infinite temperature the averages are elementary. The triple product has six mutually orthogonal terms, each with mean square $(1/4)^3$, and currents at different sites are uncorrelated. A bond energy has three terms of mean square $(1/4)^2$. Thus
\begin{equation}
\frac{\langle J_E^2\rangle}{N}=\frac{3}{32}\frac{a^2J^4}{\hbar^2},\quad
\frac{\langle(\Delta H)^2\rangle}{N}=\frac{3}{16}J^2,\quad
v_E=\frac{aJ}{\sqrt2\,\hbar}.
\end{equation}
On a 10-site ring the computed variance at $t=1.5\,\hbar/J$ is $1.1250a^2$, as the law requires.

\section{Numbers for a crystal}

\textbf{Q.} What does this mean at room temperature?

\textbf{A.} Take round values, $J=30$ meV, $a=0.4$ nm, a cross-section $A=0.16$ nm$^2$ per chain and $T=300$ K. They are roughly in the regime of copper-based insulating chains with moderate exchange. The 12-site ring gives $\langle J_E^2\rangle/N=0.1046\,a^2J^4/\hbar^2$ and an energy variance of $0.1729J^2$ per site. With $\hbar/J=21.94$ fs,
\begin{equation}
v_E=\frac{0.4\ \mathrm{nm}}{0.02194\ \mathrm{ps}}
\sqrt{\frac{0.1046}{0.1729}}\simeq14.2\ \mathrm{nm/ps}.
\end{equation}
The spin heat capacity is $0.233k_B$ per site. Dividing the definitions of $K$ and heat capacity shows that $K$ is the heat capacity per length times $v_E^2$, so
\begin{equation}
\frac KA=\frac{0.233\,k_B}{aA}\,v_E^2
\simeq10.1\ \mathrm{W/(m\,K\,ps)} .
\end{equation}
A gradient of 1 K/$\mu$m would add about 1.0 kW/cm$^2$ of heat flux in each picosecond without scattering.

Ten and twelve sites give $K$ values that differ by about 0.04\% at 300 K and 0.4\% at 200 K. The infinite-temperature average would give 9.05 W/(m\,K\,ps) at 300 K, 10\% too low. At 600 K it is 16\% too low, so the closer agreement at 300 K is not convergence. The values of $KT^2$ show why: on cooling, the current fluctuations first rise above their infinite-temperature value and by 200 K have fallen below it.

\textbf{Q.} But a real sample has a finite conductivity. What has been left out?

\textbf{A.} Lattice vibrations, defects and coupling between chains all break (\ref{cons}). If they relax the current at a rate $1/\tau$, then $dj/dt=-K\,dT/dx-j/\tau$, and the steady state has $\kappa=K\tau/A$. An assumed $\tau=0.5$ ps gives $10.1\times0.5\simeq5$ W/(m\,K) and a path $v_E\tau\simeq7$ nm. Both scale with $\tau$, which the ideal chain cannot supply. The lattice conducts as well: five atoms per spin at $3k_B$ each, a sound speed of 4 nm/ps and a 1 nm phonon path give $\tfrac13Cv\ell\simeq4$ W/(m\,K). A measurement under such conditions must separate two comparable channels.

\textbf{Q.} Can you estimate $\tau$ from the size of the perturbation?

\textbf{A.} Not from this calculation, but I can bound the early loss. In energy eigenstates the real part $C_J(t)$ of the current correlation is a sum of cosines with non-negative weights. Since $\cos x\ge1-x^2/2$,
\begin{equation}
\frac{C_J(t)}{C_J(0)}\ge1-\frac{\Omega^2t^2}{2},\qquad
\Omega^2=\frac{\langle|[H,J_E]|^2\rangle}{\hbar^2\langle J_E^2\rangle}.
\end{equation}
At least half the correlation survives until $1/\Omega$. Static random exchange of 5\% rms, a crude stand-in for vibrations, gives $1/\Omega$ of roughly 0.2 ps on eight sites, from the rms $\Omega$ of twelve random samples, too few to fix a second digit. Exchange of 5\% between two chains of five spins, with each interchain bond shared equally between the neighbouring cells, gives 0.39 ps. Chains of four and six spins give 0.34 and 0.37 ps, so the second digit is not converged, and assigning each interchain bond wholly to one cell changes the current operator and gives 0.15 ps on five spins. A crystal also has more neighbours. The correlation actually left, taken for each system at its own $1/\Omega$, was at least 0.87 in those twelve samples, though other samples can fall lower, and 0.95 for the coupled chains of five spins (0.94 and 0.98 for four and six). Only the bound of one half is guaranteed. The times $1/\Omega$ are not values of $\tau$.

\textbf{Q.} May I apply a magnetic field, or infer ballistic transport from a short-ring spectrum?

\textbf{A.} Both need care. In a field the heat current acquires a part proportional to the spin current, which is not conserved: its relative commutator is $0.707J$ on eight sites. At 10 T the Zeeman energy is about 4\% of $J$ here, which sets the scale of that admixture: on ten sites at 300 K its rms size is about 4.5\% of the heat current, and only about 0.1\% of the current weight leaves zero frequency. The operator $J_E$ itself still commutes with the Hamiltonian, because it commutes with the total spin.

As for spectra, the alternating chain at the same $k_BT/J$ keeps 0.47 of its current weight at zero frequency on eight sites and 0.68 on ten, although its current is not conserved. Two sizes do not reveal the long-chain limit. The uniform ring keeps all of it, as (\ref{cons}) demands.

Conservation is also sufficient rather than necessary. If $J_E=\alpha Q+R$, with $Q$ conserved and $\langle QR\rangle=0$, the part $\alpha^2\langle Q^2\rangle$ of the correlation never decays. Transport is then ballistic if that part stays proportional to $L$ in a long chain, even when $R$ relaxes.

\section*{Computed results}
\begin{verbatim}
Largest entry of integer commutator, rings of 4 to 9 sites: [0, 0, 0, 0, 0, 0]
Relative size of [H, current], in units of J:
  spin-one Heisenberg, 5 sites: 0.913
  spin-one swap chain, 5 sites: 6.5e-16
  dimerised spin-half (J, J/2), 8 sites: 0.354
  spin current of uniform chain, 8 sites: 0.707
Infinite T: <J_E^2>/N = 0.09375 a^2 J^4/hbar^2
Infinite T: energy variance/N = 0.18750 J^2
Energy spread at t = 0.5 hbar/J: variance 0.1250 a^2, law 0.1250 a^2
Energy spread at t = 1.0 hbar/J: variance 0.5000 a^2, law 0.5000 a^2
Energy spread at t = 1.5 hbar/J: variance 1.1250 a^2, law 1.1250 a^2
Inputs: J = 30.0 meV, a = 0.4 nm, area/chain = 0.16 nm2, T = 300.0 K
kB T/J = 0.8617, J/(kB T) = 1.1605
Time unit hbar/J = 21.94 fs
<J_E^2>/N in a^2 J^4/hbar^2: 10 sites 0.104597, 12 sites 0.104634
Energy variance/N in J^2: 10 sites 0.172992, 12 sites 0.172934
Gradient run, t = 0.5 hbar/J: growth/ring value = 1.00003
Gradient run, t = 1.0 hbar/J: growth/ring value = 1.00003
Gradient run, t = 1.5 hbar/J: growth/ring value = 1.00002
K/area at 300 K = 10.103 W/(m K ps)
K/area from infinite-T average = 9.052 W/(m K ps)
K/area at 200 K: 10 sites 17.699, 12 sites 17.773 W/(m K ps)
K/area at 600 K: 10 sites 2.694, 12 sites 2.694 W/(m K ps)
Energy velocity v_E at 300 K = 14.18 nm/ps
Spin heat capacity per site = 0.2329 kB
Flux gained in 1 ps under 1 K/um = 1010.3 W/cm2
Assumed relaxation time = 0.5 ps, path = 7.09 nm
Spin conductivity with that time = 5.05 W/(m K)
Zero-frequency weight: uniform 10 sites 1.000000
Zero-frequency weight: dimerised 8 sites 0.4747, 10 sites 0.6848
Random exchange, rms 5 %: hbar*Omega/J = 0.1072, 1/Omega = 204.7 fs
  smallest correlation kept at 1/Omega = 0.8749
Interchain exchange, 5 % of J: hbar*Omega/J = 0.0561, 1/Omega = 391.4 fs
  correlation kept at 1/Omega = 0.9515
Zeeman energy/J at 10 T (g = 2) = 0.0386
Lattice inputs: 5 atoms/spin, 4.0 nm/ps, path 1.0 nm
Lattice conductivity estimate = 4.31 W/(m K)
\end{verbatim}
